\section*{Unequal edge densities in the area scaling of rf sheath voltages}

\section*{Question}

I am working through an exercise on a capacitively coupled discharge. The powered electrode has half the area of the grounded one and is fed through a blocking capacitor. Taking the same ion current density at both electrodes, I combine the collisionless Child law with continuity of the rf current and find that the mean voltage of the powered sheath is 16 times that of the grounded sheath.

The next part says that the plasma densities at the two sheath edges need not be equal. I am to include them in the scaling and show that doubling the density at the powered electrode brings the ratio from 16 down to 4. The ion current there only doubles, so I would have guessed a factor of 2. Where does the other factor of 2 come from? And does a ratio four times smaller mean that the ions hit the powered electrode with a quarter of the energy?

\section*{Answer}

The density changes the sheath thickness, and the thickness changes the capacitance. The voltage ratio must then adjust until both capacitances carry the same current. That adjustment turns a factor of 2 in density into a factor of 4 in voltage ratio. The energy at the powered electrode falls much less than fourfold if the source amplitude is held fixed.

\subsection*{Assumptions}

Let $a$ be the powered electrode and $b$ the grounded one, with areas $A_a,A_b$ and edge densities $n_a,n_b$. The mean sheath voltages $V_a,V_b$ are positive and measured from plasma to electrode. I assume:
\begin{itemize}
\item one species of singly charged ion, of mass $M$, and the same electron temperature at both edges. With $T_e$ in volts, the Bohm speed is $u_B=(eT_e/M)^{1/2}$ at both;
\item ions that cross without collisions, too slowly to follow the rf field, so that they respond to its mean;
\item $V_a,V_b\gg T_e$, so that the entry speed of the ions can be dropped;
\item no electrons between the sheath edge and the electrode. High voltage alone does not justify this, because the electron edge sweeps through the sheath in each cycle; a later section lets the edge move;
\item rf current carried mainly as displacement current, with no return path except electrode $b$.
\end{itemize}
The edge densities are given quantities here; the sheath model does not predict them.

\subsection*{The thickness of one sheath}

The ion current density is $J=enu_B$. Let $x$ run from the sheath edge to the electrode. In steady flow the ion charge density is $J/v$, so Gauss's law reads $dE/dx=J/(\varepsilon_0v)$. Following one ion,
\begin{equation}
\frac{dE}{dt}=v\frac{dE}{dx}=\frac{J}{\varepsilon_0},
\qquad E=\frac{Jt}{\varepsilon_0},
\end{equation}
with $E=0$ at the edge. Newton's law $M\,dv/dt=eE$, with the ion starting at rest, gives
\begin{equation}
v=\frac{\alpha t^2}{2},\qquad x=\frac{\alpha t^3}{6},
\qquad \alpha=\frac{eJ}{M\varepsilon_0}.
\end{equation}
At the electrode $x=s$. Dividing $x$ by $v$ gives the transit time $\tau=3s/v$. Putting it back into $v=\alpha\tau^2/2$ gives $v^3=9\alpha s^2/2$, and therefore
\begin{equation}
J=\frac{M\varepsilon_0\alpha}{e}=\frac{2M\varepsilon_0v^3}{9es^2}.
\end{equation}
Energy conservation gives $v^2=2eV/M$ at the electrode. Writing $v^3=(2eV/M)(2eV/M)^{1/2}$,
\begin{equation}
J=\frac49\,\varepsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{V^{3/2}}{s^2}.
\end{equation}
This is the Child law. Setting it equal to $enu_B$ and solving for $s$,
\begin{equation}
s=C\,V^{3/4}n^{-1/2},\qquad
C=\left[\frac{4\varepsilon_0}{9eu_B}\left(\frac{2e}{M}\right)^{1/2}\right]^{1/2}.
\label{eq:s}
\end{equation}
The constant $C$ is the same for both sheaths. At fixed voltage, a denser plasma has a thinner sheath.

\subsection*{The same rf current through both sheaths}

Treat each sheath as a capacitor $\varepsilon_0A/s$ of fixed mean thickness, whose voltage just reaches zero once per cycle:
\begin{equation}
V_a(t)=V_a(1-\cos\omega t),\qquad V_b(t)=V_b(1+\cos\omega t).
\label{eq:waves}
\end{equation}
The opposite signs are needed because current entering the plasma through one sheath leaves through the other. The current amplitudes must agree:
\begin{equation}
\omega\varepsilon_0\frac{A_aV_a}{s_a}=\omega\varepsilon_0\frac{A_bV_b}{s_b}.
\label{eq:current}
\end{equation}
By \eqref{eq:s}, $V/s=V^{1/4}n^{1/2}/C$, so
\begin{equation}
A_a\,n_a^{1/2}V_a^{1/4}=A_b\,n_b^{1/2}V_b^{1/4}.
\end{equation}
Raising both sides to the fourth power and dividing gives
\begin{equation}
\boxed{\;\frac{V_a}{V_b}=\left(\frac{n_b}{n_a}\right)^2\left(\frac{A_b}{A_a}\right)^4\;}
\label{eq:law}
\end{equation}

For equal densities and $A_b/A_a=2$ the ratio is $2^4=16$. With $n_a=2n_b$ it is $(1/2)^2\times16=4$.

This locates the missing factor. At fixed voltage, doubling $n_a$ raises the capacitance by only $\sqrt2$. But a Child sheath thickens as its voltage rises, so its current grows only as $V^{1/4}$. To offset a factor $\sqrt2$, the voltage ratio must change by $(\sqrt2)^4=4$.

The relative density is what matters. If both edge densities double, \eqref{eq:law} does not change. If the electron temperatures differ, $J=enu_B$ shows that $n$ must be replaced by $nu_B$ at each electrode.

\subsection*{How much depends on the Child profile}

Suppose instead that the ion density were uniform across the sheath. Integrating Poisson's equation twice gives $V=ens^2/(2\varepsilon_0)$, so $s\propto V^{1/2}n^{-1/2}$ and $V/s\propto V^{1/2}n^{1/2}$. Equation \eqref{eq:current} then gives
\begin{equation}
\frac{V_a}{V_b}=\frac{n_b}{n_a}\left(\frac{A_b}{A_a}\right)^2 .
\end{equation}
The same two cases would give 4 and 2. Your guess of a factor of 2 is right for that sheath. In the Child sheath the ions accelerate and their density falls towards the electrode, which makes the thickness more sensitive to voltage.

\subsection*{Self-bias and ion energy}

The plasma is at potential $V_b(t)$ above ground, and the powered electrode is $V_a(t)$ below the plasma. Its potential is therefore
\begin{equation}
V_b(t)-V_a(t)=(V_b-V_a)+(V_a+V_b)\cos\omega t .
\end{equation}
If the blocking capacitor is large enough to drop negligible rf voltage, the source amplitude is $V_0=V_a+V_b$. With $R=V_a/V_b$,
\begin{equation}
V_a=\frac{R}{R+1}V_0,\qquad
V_{\rm dc}=V_b-V_a=-\frac{R-1}{R+1}V_0 .
\end{equation}

Take rough values for a low-pressure argon etcher: $A_a=200$ and $A_b=400\ \mathrm{cm^2}$, $T_e=3$ V (3 eV), $n_b=10^{10}\ \mathrm{cm^{-3}}$, 27.12 MHz and $V_0=510$ V. Hold all of these fixed and change only $n_a$.

For $n_a=n_b$,
\begin{equation}
V_a=\tfrac{16}{17}(510)=480\ \mathrm V,\quad
V_b=30\ \mathrm V,\quad V_{\rm dc}=-450\ \mathrm V .
\end{equation}
For $n_a=2n_b$,
\begin{equation}
V_a=\tfrac45(510)=408\ \mathrm V,\quad
V_b=102\ \mathrm V,\quad V_{\rm dc}=-306\ \mathrm V .
\end{equation}

The mean ion energy at the powered electrode falls from 480 to 408 eV, by 15\%. Most of the change in the ratio comes from $V_b$, which rises by a factor of 3.4. The ion current density at $a$ doubles, from 0.43 to 0.86 $\mathrm{mA/cm^2}$, so the ion power density there rises from 0.21 to 0.35 $\mathrm{W/cm^2}$, a factor $2\times408/480=1.7$.

The thicknesses show the current balance. In the first case $s_a=4.59$ mm and $s_b=0.574$ mm, so $V/s$ is 105 V/mm at $a$ and 52 V/mm at $b$. In the second, $s_a=2.87$ mm and $s_b=1.44$ mm, giving 142 and 71 V/mm. Each time the factor of 2 in $V/s$ makes up for the factor of 2 in area. The rf current amplitude rises from 3.2 to 4.3 A.

\subsection*{A sheath with a moving electron edge}

A real rf sheath is not a capacitor of fixed thickness. Does the law survive if the electron edge moves? Let the current density be $j\sin\theta$, with $\theta=\omega t$, and let the edge sweep over ions of density $n_i(x)$:
\begin{equation}
e n_i\frac{dx_e}{dt}=j\sin\theta .
\end{equation}
Label each position $x$ by the phase $\varphi$ at which the edge passes it, from $0$ on the plasma side to $\pi$ at the electrode. Then $dx=j\sin\varphi\,d\varphi/(e\omega n_i)$. Electrons are absent at $x$ for $-\varphi<\theta<\varphi$. The field there comes from the ions uncovered between the edge and $x$, and is zero for the rest of the cycle:
\begin{equation}
E=\frac{j}{\omega\varepsilon_0}(\cos\theta-\cos\varphi),\qquad
\bar E=\frac{j}{\pi\omega\varepsilon_0}(\sin\varphi-\varphi\cos\varphi).
\end{equation}

Let $\Phi$ be the mean potential drop from the edge and $y=2\Phi/T_e$. Ions entering at $u_B$ have speed $u_B\sqrt{1+y}$, so flux conservation gives $n_i=n/\sqrt{1+y}$. From $d\Phi=\bar E\,dx$,
\begin{equation}
d\sqrt{1+y}=\frac{dy}{2\sqrt{1+y}}
=H\sin\varphi(\sin\varphi-\varphi\cos\varphi)\,d\varphi,\qquad
H=\frac{j^2}{\pi\varepsilon_0e\,\omega^2T_e\,n}.
\end{equation}
Over $0$ to $\pi$, $\int\sin^2\varphi\,d\varphi=\pi/2$ and $\int\varphi\sin\varphi\cos\varphi\,d\varphi=-\pi/4$. The total is $3\pi/4$. With $X=3\pi H/4$, the final value is $\sqrt{1+y}=1+X$, and
\begin{equation}
V=\frac{T_e}{2}\left[(1+X)^2-1\right]=\frac{T_e}{2}(X^2+2X).
\end{equation}

The total current is common, so $j_a/j_b=A_b/A_a$. Since $X\propto j^2/n$,
\begin{equation}
r\equiv\frac{X_a}{X_b}=\frac{n_b}{n_a}\left(\frac{A_b}{A_a}\right)^2,\qquad
\frac{V_a}{V_b}=\frac{r(rX_b+2)}{X_b+2}.
\end{equation}
At high voltage, $X_b\gg1$ and $rX_b\gg1$, this tends to $r^2$, which is \eqref{eq:law}. For a sinusoidal current, the moving edge changes the numerical coefficient of the sheath law, but the coefficient is common to both sheaths and cancels. The cancellation depends on that waveform. For any current waveform the same steps give $X=\langle Q^2\rangle/(2\varepsilon_0 e n T_e)$, where $Q(t)$ is the uncovered ion charge per unit area. If the electrode voltage rather than the current is held sinusoidal, the current is distorted and the two sheaths no longer have the same charge waveform. Solved self-consistently, the ratios then rise to about 34 and 7.0 at high voltage, and to about 23 and 5.8 at $V_0=510$ V. The rest of this section keeps the sinusoidal current.

At finite voltage and $r>1$ the ratio lies between $r$ and $r^2$. Keeping $V_a+V_b=510$ V, this model gives 12.1 instead of 16 for equal densities, and 3.6 instead of 4 for the doubled density. The difference comes from the Bohm entry speed of the ions, which supplies the $2X$ term, and not from the motion of the edge itself. In this model $V_a+V_b$ is no longer the source amplitude. With the fundamental of the electrode voltage set to 510 V, the mean voltages add to about 416 V, and $V_a$ is 384 and 324 V, a drop of 15.5\%.

\subsection*{Sheaths that do not fully collapse}

There is a second finite-voltage effect. Over a cycle, each electrode must collect as many electrons as ions: the blocking capacitor enforces this at $a$, and charge balance of the plasma then enforces it at $b$. Let the sheath voltage have mean $V$ and amplitude $\tilde V$, no longer assumed equal. For Maxwellian electrons of mean speed $\bar v_e$,
\begin{equation}
\tfrac14\bar v_e\left\langle e^{-(V+\tilde V\cos\theta)/T_e}\right\rangle=u_B .
\end{equation}
Taking the logarithm, and using the fact that the cycle average is the same for either sign of the cosine,
\begin{equation}
V=V_f+T_e\ln\left\langle e^{\tilde V\cos\theta/T_e}\right\rangle,\qquad
V_f=T_e\ln\frac{\bar v_e}{4u_B}=14.0\ \mathrm V .
\end{equation}
The current is now proportional to $A\tilde V/s$. Writing $f=\tilde V/V$ and repeating the steps that led to \eqref{eq:law},
\begin{equation}
\frac{V_a}{V_b}=\left(\frac{n_b}{n_a}\right)^2
\left(\frac{A_b}{A_a}\right)^4\left(\frac{f_b}{f_a}\right)^4 .
\end{equation}
The fourth power makes a modest difference in $f$ important. Solving these equations with Child-law thicknesses and $\tilde V_a+\tilde V_b=510$ V gives ratios of 9.0 and 3.4. Dividing by 16 and 4 and taking fourth roots, $f_b/f_a$ is about 0.87 and 0.96. The low-voltage sheath keeps a larger fraction of its voltage at all times, most noticeably in the equal-density case, where $V_b$ is lower.

The Child-law thicknesses used here still leave out the entry speed of the ions. Restoring it lowers the two ratios further, to about 6.8 and 2.8.

The two refinements start from different sheath models, so their corrections should not simply be added. With a sinusoidal current, both lower the ratio here, and both affect the equal-density case more.

\subsection*{What this means for a reactor}

The example's values are rough. An area ratio of 2 is modest for a chamber whose walls form much of the grounded electrode. An added inductive source can raise the density at a fixed bias amplitude, but it would generally raise it near both electrodes; the ratio falls from 16 to 4 only if $n_a/n_b$ doubles.

Incomplete collapse alone moves the equal-density result from 16 to about 9, and the entry speed of the ions lowers it further. Collisions are not negligible either. At 2 mTorr and 300 K, a rough cross-section of $10^{-14}\ \mathrm{cm^2}$ gives a mean free path of 15.5 mm. With the Child thicknesses, about 74\% of ions then cross the powered sheath uncollided in the first case and 83\% in the second. The moving-edge sheath at $V_a+V_b=510$ V is thicker, 6.9 and 4.3 mm, and gives 64\% and 76\%. Collisions lower the mean ion energy at the electrode below its collisionless value (480 and 408 eV in the fixed-capacitor model); I have not calculated by how much. They also change the law. When the mean free path is much shorter than the sheath, $J\propto V^{3/2}/s^{5/2}$, so $V/s\propto V^{2/5}n^{2/5}$ and $V_a/V_b=(n_b/n_a)(A_b/A_a)^{5/2}$, which gives 5.7 and 2.8 for the two cases.

Slow ion response holds moderately well: ions starting from rest take 3.9 to 7.8 rf periods to cross the Child sheaths, and somewhat less if they enter at the Bohm speed. The assumption of mainly displacement current is weaker. The ion current density is at most about 5.5\% of the rf current amplitude per unit area, but the electrons that balance it arrive in a short pulse near sheath collapse, and the peak of that pulse can be comparable to the rf amplitude. For this reactor, 16 and 4 are therefore high-voltage limits of the collisionless model with a sinusoidal current, not predictions to two figures. The numerical output below lists the Child-law, moving-edge and current-balance ratios for both cases.

\section*{Computed results}
\begin{verbatim}
Areas a, b: 200, 400 cm2
Electron temperature: 3.0 eV; frequency: 27.12 MHz
Edge density b: 1.0e+10 cm^-3
Source amplitude: 510 V
Gas: 2.0 mTorr, 300 K
Rough ion-neutral cross-section: 1.0e-14 cm2
Bohm speed: 2.692 km/s
Ion mean free path: 15.53 mm
Floating sheath voltage without rf: 14.04 V
EQUAL: edge density a: 1.0e+10 cm^-3
  Sheath-voltage ratio Va/Vb: 16.0000
  Va, Vb: 480.00, 30.00 V
  Self-bias: -450.00 V
  Thickness a, b: 4.592, 0.574 mm
  Rf current amplitude: 3.154 A
  Ion current density a: 0.431 mA/cm2
  Ion power density a: 0.207 W/cm2
  Thickness a / mean free path: 0.296
  Ions crossing a uncollided: 0.744
  Transit time a, b: 7.76, 3.88 rf periods
  Ion / rf current density a, b: 0.027, 0.055
  Vb / Te: 10.0
  Ratio, uniform-ion sheath: 4.000
  Ratio, moving-edge sheath: 12.12
  Ratio, with electron-ion current balance: 9.04
DOUBLED: edge density a: 2.0e+10 cm^-3
  Sheath-voltage ratio Va/Vb: 4.0000
  Va, Vb: 408.00, 102.00 V
  Self-bias: -306.00 V
  Thickness a, b: 2.875, 1.437 mm
  Rf current amplitude: 4.283 A
  Ion current density a: 0.863 mA/cm2
  Ion power density a: 0.352 W/cm2
  Thickness a / mean free path: 0.185
  Ions crossing a uncollided: 0.831
  Transit time a, b: 5.27, 5.27 rf periods
  Ion / rf current density a, b: 0.040, 0.040
  Vb / Te: 34.0
  Ratio, uniform-ion sheath: 2.000
  Ratio, moving-edge sheath: 3.59
  Ratio, with electron-ion current balance: 3.40
\end{verbatim}
